# Pressure Gradient That Cancels Net Couette Flow Beneath a Spatial Deposition Head: test program

```python
"""
Result under test: zero net flow between a moving substrate and a fixed head
requires dp/dx = 6*mu*U/h**2, with pressure rising along substrate motion.
U: substrate speed; h: gap; mu: viscosity; eta: height/gap from substrate.
The remaining recirculation, precursor leak and neglected effects are sized.
D: precursor diffusivity; Pe = U*h/D; L: separation-zone length.
All calculations use SI units unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, eye, kron
from scipy.sparse.linalg import spsolve

U = 1.0
h = 1.0e-4
mu = 1.8e-5
L = 5.0e-3
D = 1.0e-5
T = 293.0
T_hot = 473.0
pressure = const.atm
molar_mass = 0.028
viscosity_exponent = 0.7
diffusivity_exponent = 1.7


def velocity_profile(gradient, gap, slip_length=0.0, points=601):
    """Solve the momentum equation with optional slip at both walls."""
    eta = np.linspace(0.0, 1.0, points)
    d = eta[1] - eta[0]
    s = slip_length / gap
    matrix = np.zeros((points, points))
    rhs = np.full(points, gradient * gap**2 / mu)
    for i in range(1, points - 1):
        matrix[i, i - 1:i + 2] = np.array([1.0, -2.0, 1.0]) / d**2
    matrix[0, :3] = -s * np.array([-3.0, 4.0, -1.0]) / (2 * d)
    matrix[0, 0] += 1.0
    matrix[-1, -3:] = s * np.array([1.0, -4.0, 3.0]) / (2 * d)
    matrix[-1, -1] += 1.0
    rhs[0] = U
    rhs[-1] = 0.0
    return eta, np.linalg.solve(matrix, rhs)


def net_flow(gradient, gap, slip_length=0.0):
    eta, u = velocity_profile(gradient, gap, slip_length)
    return gap * simpson(u, x=eta)


# Required gradient from a root search on the numerical flow.
G = 6 * mu * U / h**2
G_numeric = brentq(lambda g: net_flow(g, h), 0.0, 1.0e5)
assert abs(G_numeric / G - 1) < 1e-6
for trial in (0.0, 0.5 * G, 2.0 * G):
    expected = U * h / 2 - trial * h**3 / (12 * mu)
    assert abs(net_flow(trial, h) - expected) < 1e-6 * U * h

# Shape and wall shear of the flow that remains.
eta, u = velocity_profile(G_numeric, h)
assert np.max(np.abs(u - U * (1 - eta) * (1 - 3 * eta))) < 1e-6 * U
crossing = brentq(lambda z: np.interp(z, eta, u), 0.1, 0.6)
return_height = eta[np.argmin(u)]
return_speed = -np.min(u)
forward_flow = h * np.trapezoid(np.maximum(u, 0), eta) if hasattr(
    np, "trapezoid") else h * np.trapz(np.maximum(u, 0), eta)
slope = np.gradient(u, eta * h, edge_order=2)
substrate_shear = mu * abs(slope[0])
head_shear = mu * abs(slope[-1])
assert abs(crossing - 1 / 3) < 1e-5
assert abs(return_height - 2 / 3) < 2e-3
assert abs(return_speed / U - 1 / 3) < 1e-5
assert abs(forward_flow / (U * h) - 4 / 27) < 1e-5
assert abs(substrate_shear / (4 * mu * U / h) - 1) < 1e-5
assert abs(head_shear / (2 * mu * U / h) - 1) < 1e-5
assert abs((substrate_shear + head_shear) / (G_numeric * h) - 1) < 1e-5

# Effect of a gap error at fixed pressure gradient.
gap_ratio = 1.1
wrong_gap = gap_ratio * h
residual_fraction = net_flow(G, wrong_gap) / (U * wrong_gap / 2)
assert abs(residual_fraction - (1 - gap_ratio**2)) < 1e-5
G_wide = brentq(lambda g: net_flow(g, wrong_gap), 0.0, 1.0e5)
assert abs(G_wide / G - gap_ratio**-2) < 1e-6


def clamped_fourth_derivative(n, d):
    main = np.full(n, 6.0)
    main[[0, -1]] = 7.0
    return diags([np.ones(n - 2), -4 * np.ones(n - 1), main,
                  -4 * np.ones(n - 1), np.ones(n - 2)],
                 [-2, -1, 0, 1, 2]) / d**4


def second_derivative(n, d):
    return diags([np.ones(n - 1), -2 * np.ones(n), np.ones(n - 1)],
                 [-1, 0, 1]) / d**2


# Stokes flow in a closed cavity; lengths in gaps and velocity in units of U.
# No pressure gradient is imposed: the closed ends produce it.
ny, aspect = 32, 6
nx = aspect * ny
d = 1 / ny
operator = (kron(clamped_fourth_derivative(nx - 1, d), eye(ny - 1))
            + 2 * kron(second_derivative(nx - 1, d),
                       second_derivative(ny - 1, d))
            + kron(eye(nx - 1), clamped_fourth_derivative(ny - 1, d)))
rhs = np.zeros((nx - 1, ny - 1))
rhs[:, 0] = 2 / d**3
psi = spsolve(operator.tocsc(), rhs.ravel()).reshape(nx - 1, ny - 1)
ix, iy = nx // 2 - 1, ny // 2 - 1
column = psi[ix]
third = (column[iy + 2] - 2 * column[iy + 1]
         + 2 * column[iy - 1] - column[iy - 2]) / (2 * d**3)
G_cavity = mu * U / h**2 * third
assert abs(G_cavity / G - 1) < 5e-3  # second-order grid error
half_line = psi[:ix + 1, iy]
outside = np.where(np.abs(half_line / half_line[-1] - 1) > 0.01)[0]
end_length = (outside[-1] + 2) * d * h
assert end_length < 2 * h

# Long-wave decay gives the effective diffusivity of the recirculation.
Pe = U * h / D
dispersion = 1 + Pe**2 / 105
n = 180
centres = (np.arange(n) + 0.5) / n
lap = second_derivative(n, 1 / n).toarray()
lap[0, 0] = lap[-1, -1] = -n**2
wave = 0.02
speed = Pe * (1 - centres) * (1 - 3 * centres)
modes = np.linalg.eigvals(lap - np.diag(wave**2 + 1j * wave * speed))
dispersion_numeric = -np.max(modes.real) / wave**2
assert abs(dispersion_numeric / dispersion - 1) < 2e-3


def precursor_flux(cumulative_flow):
    """Steady flux in units D*c0/h; c=c0 at inlet and zero at outlet."""
    rows, columns = 20, 400
    dx = (L / h) / columns
    faces = np.linspace(0, 1, rows + 1)
    velocity = Pe * np.diff(cumulative_flow(faces)) * rows
    main = np.zeros(columns)
    main[0], main[-1] = 0.5 / dx, -0.5 / dx
    first = diags([-np.ones(columns - 1) / (2 * dx), main,
                   np.ones(columns - 1) / (2 * dx)], [-1, 0, 1])
    lap_x = second_derivative(columns, dx).tolil()
    lap_x[0, 0] = lap_x[-1, -1] = -3 / dx**2
    lap_y = second_derivative(rows, 1 / rows).tolil()
    lap_y[0, 0] = lap_y[-1, -1] = -rows**2
    transport = (kron(first, diags(velocity)) - kron(lap_x, eye(rows))
                 - kron(eye(columns), lap_y))
    source = np.zeros((columns, rows))
    source[0] = velocity / dx + 2 / dx**2
    c = spsolve(transport.tocsc(), source.ravel()).reshape(columns, rows)
    return np.mean(velocity - 2 * (c[0] - 1) / dx)


leak_cancelled = precursor_flux(lambda z: z * (1 - z)**2)
leak_couette = precursor_flux(lambda z: z - z**2 / 2)
leak_ratio = leak_cancelled / leak_couette
leak_estimate = 2 * D * dispersion / (U * L)
assert abs(leak_couette / (Pe / 2) - 1) < 0.01
# The long-zone formula omits end layers of order one gap out of fifty.
assert abs(leak_ratio / leak_estimate - 1) < 0.05

# Slip, viscous settling and temperature of use.
mean_free_path = mu / pressure * np.sqrt(np.pi * const.R * T / (2 * molar_mass))
G_slip = brentq(lambda g: net_flow(g, h, mean_free_path), 0.0, 1.0e5)
assert abs(G_slip / (G / (1 + 6 * mean_free_path / h)) - 1) < 1e-6
density = pressure * molar_mass / (const.R * T)
nu = mu / density
Re = U * h / nu
m = 300
rate = eigh_tridiagonal(np.full(m - 1, 2.0 * m**2),
                        np.full(m - 2, -1.0 * m**2),
                        eigvals_only=True, select="i", select_range=(0, 0))[0]
settling_time = h**2 / (nu * rate)
assert abs(settling_time / (h**2 / (np.pi**2 * nu)) - 1) < 1e-4
mu_hot = mu * (T_hot / T)**viscosity_exponent
G_hot = 6 * mu_hot * U / h**2
D_hot = D * (T_hot / T)**diffusivity_exponent
Pe_hot = U * h / D_hot
dispersion_hot = 1 + Pe_hot**2 / 105
leak_hot = 2 * D_hot * dispersion_hot / (U * L)
path_hot = mu_hot / pressure * np.sqrt(
    np.pi * const.R * T_hot / (2 * molar_mass))
slip_hot = 1 - 1 / (1 + 6 * path_hot / h)

print(f"Substrate speed: {U:.1f} m/s")
print(f"Gap: {h * 1e3:.3f} mm")
print(f"Viscosity: {mu:.2e} Pa s")
print(f"Separation-zone length: {L * 1e3:.1f} mm")
print(f"Gas temperature: {T:.0f} K")
print(f"Ambient pressure: {pressure:.0f} Pa")
print(f"Nitrogen molar mass, rounded: {molar_mass:.3f} kg/mol")
print(f"Rough precursor diffusivity: {D:.1e} m^2/s")
print(f"Couette flow per width: {U * h / 2 * 1e6:.1f} mm^2/s")
print(f"Required gradient, formula: {G / 1e3:.3f} Pa/mm")
print(f"Required gradient, root search: {G_numeric / 1e3:.3f} Pa/mm")
print(f"Required gradient, converted: {G / 1e3 / const.torr:.4f} Torr/mm")
print(f"Closed-cavity gradient: {G_cavity / 1e3:.3f} Pa/mm")
print(f"Pressure rise over zone: {G * L:.1f} Pa")
print(f"Zero-velocity height / gap: {crossing:.4f}")
print(f"Largest return speed: {return_speed:.4f} m/s")
print(f"Height of largest return / gap: {return_height:.4f}")
print(f"Remaining forward flow per width: {forward_flow * 1e6:.2f} mm^2/s")
print(f"Substrate shear magnitude: {substrate_shear:.3f} Pa")
print(f"Head shear magnitude: {head_shear:.3f} Pa")
print(f"Gap increase tested: {100 * (gap_ratio - 1):.1f} %")
print(f"Residual / Couette flow in wider gap: {100 * residual_fraction:.1f} %")
print(f"Required gradient in wider gap: {G_wide / 1e3:.3f} Pa/mm")
print(f"Peclet number: {Pe:.2f}")
print(f"Effective / molecular diffusivity, formula: {dispersion:.4f}")
print(f"Effective / molecular diffusivity, modes: {dispersion_numeric:.4f}")
print(f"Cancelled / Couette leak, 2D: {100 * leak_ratio:.3f} %")
print(f"Cancelled / Couette leak, formula: {100 * leak_estimate:.3f} %")
print(f"Mean free path: {mean_free_path * 1e9:.1f} nm")
print(f"Gradient reduction by slip: {100 * (1 - G_slip / G):.3f} %")
print(f"Relative density rise over zone: {100 * G * L / pressure:.4f} %")
print(f"Gas density: {density:.3f} kg/m^3")
print(f"Reynolds number: {Re:.2f}")
print(f"Viscous settling time: {settling_time * 1e6:.1f} us")
print(f"Substrate travel in settling time: {U * settling_time * 1e3:.4f} mm")
print(f"Closed-end length to 1 percent, Stokes: {end_length * 1e3:.3f} mm")
print(f"Hot gas temperature: {T_hot:.0f} K")
print(f"Rough viscosity temperature exponent: {viscosity_exponent:.1f}")
print(f"Rough diffusivity temperature exponent: {diffusivity_exponent:.1f}")
print(f"Hot viscosity: {mu_hot:.3e} Pa s")
print(f"Hot required gradient: {G_hot / 1e3:.2f} Pa/mm")
print(f"Hot diffusivity: {D_hot:.2e} m^2/s")
print(f"Hot Peclet number: {Pe_hot:.2f}")
print(f"Hot effective / molecular diffusivity: {dispersion_hot:.3f}")
print(f"Hot cancelled / Couette leak, formula: {100 * leak_hot:.2f} %")
print(f"Hot gradient reduction by slip: {100 * slip_hot:.2f} %")
print("tests ok")
```

Printed output:

```
Substrate speed: 1.0 m/s
Gap: 0.100 mm
Viscosity: 1.80e-05 Pa s
Separation-zone length: 5.0 mm
Gas temperature: 293 K
Ambient pressure: 101325 Pa
Nitrogen molar mass, rounded: 0.028 kg/mol
Rough precursor diffusivity: 1.0e-05 m^2/s
Couette flow per width: 50.0 mm^2/s
Required gradient, formula: 10.800 Pa/mm
Required gradient, root search: 10.800 Pa/mm
Required gradient, converted: 0.0810 Torr/mm
Closed-cavity gradient: 10.779 Pa/mm
Pressure rise over zone: 54.0 Pa
Zero-velocity height / gap: 0.3333
Largest return speed: 0.3333 m/s
Height of largest return / gap: 0.6667
Remaining forward flow per width: 14.81 mm^2/s
Substrate shear magnitude: 0.720 Pa
Head shear magnitude: 0.360 Pa
Gap increase tested: 10.0 %
Residual / Couette flow in wider gap: -21.0 %
Required gradient in wider gap: 8.926 Pa/mm
Peclet number: 10.00
Effective / molecular diffusivity, formula: 1.9524
Effective / molecular diffusivity, modes: 1.9524
Cancelled / Couette leak, 2D: 0.774 %
Cancelled / Couette leak, formula: 0.781 %
Mean free path: 65.7 nm
Gradient reduction by slip: 0.392 %
Relative density rise over zone: 0.0533 %
Gas density: 1.165 kg/m^3
Reynolds number: 6.47
Viscous settling time: 65.6 us
Substrate travel in settling time: 0.0656 mm
Closed-end length to 1 percent, Stokes: 0.103 mm
Hot gas temperature: 473 K
Rough viscosity temperature exponent: 0.7
Rough diffusivity temperature exponent: 1.7
Hot viscosity: 2.517e-05 Pa s
Hot required gradient: 15.10 Pa/mm
Hot diffusivity: 2.26e-05 m^2/s
Hot Peclet number: 4.43
Hot effective / molecular diffusivity: 1.187
Hot cancelled / Couette leak, formula: 1.07 %
Hot gradient reduction by slip: 0.70 %
tests ok
```
